# Solving the Censored Weibull Slope Equation with a Guaranteed Bracket

A breakdown test on low-k capacitors is stopped while some of them still hold. Before fitting a Weibull slope, one must decide what the intact units contribute, and whether one run of a root finder is enough or several starting points are needed. The treatment of the intact units changes the fitted slope, and the slope strongly affects the estimated early life. In the twenty-unit example below, moving the slope down or up by one standard error, with the scale refitted each time, changes the estimated time to 1% failures from 1.96 h to 0.79 h or 3.51 h.

The intact units belong in the fit, with their own likelihood factor. One root search is enough whenever at least one failure occurred before the largest recorded time. Two capacitors suffice to show why.

## Two capacitors by hand

Let the probability of surviving to time $t$ be

$$R(t)=e^{-(t/\eta)^\beta},\qquad \beta>0,\quad \eta>0 .$$

The slope $\beta$ is dimensionless and the scale $\eta$ is a time. The failure density is

$$f(t)=-\frac{dR}{dt}=\frac{\beta}{\eta}\left(\frac t\eta\right)^{\beta-1}e^{-(t/\eta)^\beta}.$$

Capacitor A fails at 1 h. Capacitor B is still intact when it is removed at $e$ hours, about 2.72 h, so its log time is 1. We know A's failure time, so A contributes $f(1)$. We know only that B's life exceeds $e$ hours, so B contributes $R(e)$. With times in hours and independent lives, the log-likelihood is

$$\ell=\ln f(1)+\ln R(e)=\ln\beta-\beta\ln\eta-(1+e^\beta)\eta^{-\beta}.$$

Hold $\beta$ fixed and write $q=\eta^{-\beta}$. Then $\ell=\ln\beta+\ln q-(1+e^\beta)q$. Its derivative in $q$ is $1/q-(1+e^\beta)$, and its second derivative $-1/q^2$ is negative. The best value is therefore $q=1/(1+e^\beta)$, or $\eta^\beta=1+e^\beta$. Inserting it leaves a function of the slope alone, the profile likelihood:

$$\ell_p(\beta)=\ln\beta-\ln(1+e^\beta)-1 .$$

Its derivative is the profile score,

$$g(\beta)=\frac1\beta-\frac{e^\beta}{1+e^\beta}.$$

The first term falls as $\beta$ grows and the fraction rises, so $g$ falls throughout. It can cross zero once at most. Setting it to zero gives

$$\beta=\frac{1+e^\beta}{e^\beta}=1+e^{-\beta}.$$

The right side exceeds 1, so $\beta>1$. Then $e^{-\beta}<e^{-1}$, so $\beta<1+e^{-1}\approx1.368$. This is already a bracket. At its ends $g$ is about $+0.269$ and $-0.066$. The midpoint 1.184 gives $g\approx+0.079$, so the root lies to its right. The next midpoint, 1.276, gives $g\approx+0.002$, so the root lies slightly further right. Continued halving gives $\beta=1.278465$, and $\eta=(1+e^\beta)^{1/\beta}\approx3.29$ h.

Changing the status of B shows what censoring does:

- If B is discarded, one failure remains and $g=1/\beta$. There is no root: the likelihood favours an ever narrower distribution around 1 h.
- If B is counted as a failure, the mean log failure time rises from 0 to $1/2$. Repeating the calculation with two failures and dividing the score by their number gives $1/\beta+1/2-e^\beta/(1+e^\beta)$, whose root is about 2.4.
- If A is instead the intact unit and B the failure, $g=1/\beta+1-e^\beta/(1+e^\beta)$, which is positive for every $\beta$. Again there is no root.

The last case shows that a survivor removed before the only failure does not stop the slope from running away.

## The slope equation for any number of units

Let $n$ units have recorded times $t_k>0$ and logs $x_k=\ln t_k$. Of these, $r\ge1$ are failures, forming the set $F$; the others are right-censored, meaning that each was intact when last observed. Lives are independent with common $\beta$ and $\eta$. The reason for ending an observation must carry no information about the remaining life. A fixed stop time meets this condition; removing a capacitor because its leakage is rising may not. We also assume that the rule for ending observations does not itself depend on $\beta$ or $\eta$. The factors that describe the censoring then do not contain these parameters and can be dropped.

Each failure contributes

$$\ln f(t_i)=\ln\beta-\beta\ln\eta+(\beta-1)x_i-(t_i/\eta)^\beta,$$

and each censored unit contributes $-(t_j/\eta)^\beta$. With $v=\ln\eta$ and $S(\beta)=\sum_k t_k^\beta$ over all units,

$$\ell=r\ln\beta-r\beta v+(\beta-1)\sum_{i\in F}x_i-e^{-\beta v}S(\beta).$$

At fixed $\beta$,

$$\frac{\partial\ell}{\partial v}=-r\beta+\beta e^{-\beta v}S,\qquad
\frac{\partial^2\ell}{\partial v^2}=-\beta^2e^{-\beta v}S<0 .$$

The one maximum in $v$ is therefore at

$$\eta^\beta=\frac{S(\beta)}r .$$

There $\beta v=\ln(S/r)$ and $e^{-\beta v}S=r$, so

$$\ell_p(\beta)=r\ln\beta-r\ln\frac{S(\beta)}r+(\beta-1)\sum_{i\in F}x_i-r .$$

Since $dt_k^\beta/d\beta=t_k^\beta x_k$, we have $S'/S=\sum_kw_kx_k$ with weights $w_k=t_k^\beta/S$. Writing $\bar x_F$ for the mean log of the failures and $\bar x_w=\sum_kw_kx_k$, we obtain $\ell_p'=r\,g$, where

$$g(\beta)=\frac1\beta+\bar x_F-\bar x_w(\beta).$$

The slope equation is $g=0$. The two means run over different sets: $\bar x_F$ uses failures only, while $\bar x_w$ uses every unit. A change of time unit adds the same constant to both, so it leaves the slope unchanged.

## Why there is one root, and when there is none

Differentiate a weight by the quotient rule:

$$\frac{dw_k}{d\beta}=\frac{t_k^\beta x_k}{S}-\frac{t_k^\beta}{S}\frac{S'}{S}=w_k(x_k-\bar x_w).$$

Hence

$$\frac{d\bar x_w}{d\beta}=\sum_kw_kx_k(x_k-\bar x_w)=\sum_kw_k(x_k-\bar x_w)^2\equiv V(\beta).$$

The second equality subtracts $\bar x_w\sum_kw_k(x_k-\bar x_w)$, which is zero. The result $V$ is a weighted variance, so it cannot be negative, and

$$g'(\beta)=-\frac1{\beta^2}-V(\beta)<0 .$$

The score is strictly decreasing for every data set with a failure. Whether it reaches zero depends on its limits. As $\beta\to0$, the weights tend to $1/n$, $\bar x_w$ stays finite, and $1/\beta$ drives $g$ to $+\infty$. As $\beta\to\infty$, the weight gathers on the largest recorded time. With $M=\max_kx_k$,

$$g(\beta)\to\bar x_F-M=-D,\qquad D=M-\bar x_F\ge0 .$$

If at least one failure precedes the largest recorded time, $D>0$. Then $g$ changes sign and, being strictly decreasing, has exactly one root $\hat\beta$. The profile likelihood rises before it and falls after it. Since $\ell(\beta,\eta)\le\ell_p(\beta)\le\ell_p(\hat\beta)$, the root and its scale give the global maximum over both parameters.

If every failure sits at the largest time, $D=0$ and $g=1/\beta+(M-\bar x_w)\ge1/\beta$. There is no root. Integrating $\ell_p'\ge r/\beta$ shows that the profile log-likelihood grows at least as fast as $r\ln\beta$, without bound.

Non-identical failure times are thus sufficient for one root, because the earlier of two different failures precedes the largest time. They are not necessary. Failures at 5 h and 5 h with a survivor at 8 h give a slope of 3.11: the survivor rules out an arbitrarily narrow distribution at 5 h. With no failures at all, $\ell=-\sum_k(t_k/\eta)^\beta$ approaches its upper limit of zero as $\eta\to\infty$, and no finite estimate exists.

## A bracket from the data

Let $d_k=M-x_k\ge0$ be the log distance of each unit below the largest time. Since $\bar x_F=M-D$ and $\bar x_w=M-\sum_kw_kd_k$,

$$g(\beta)=\frac1\beta-D+\sum_kw_kd_k .$$

At $\beta=1/D$ the first two terms cancel. The remaining sum is positive, because all weights are positive and at least one failure has $d_k>0$. So $g(1/D)>0$.

For the upper end, let $m$ units share the largest time. Dividing the numerator and denominator of every weight by $e^{\beta M}$ gives

$$\sum_kw_kd_k=\frac{\sum_kd_ke^{-\beta d_k}}{\sum_ke^{-\beta d_k}} .$$

The function $ue^{-u}$ has derivative $(1-u)e^{-u}$ and so a maximum $1/e$ at $u=1$. With $u=\beta d_k$, each of the $n-m$ nonzero terms in the numerator is at most $1/(e\beta)$. The denominator exceeds $m$, since the $m$ latest units give 1 each and the others add something positive. Therefore

$$g(\beta)<\frac K\beta-D,\qquad K=1+\frac{n-m}{em},$$

and $g(K/D)<0$. The root lies in

$$\frac1D<\hat\beta<\frac KD .$$

For the two capacitors $D=1$, $n=2$ and $m=1$, which returns the interval from 1 to $1+1/e$. The bracket is narrow when the survivors at a common stop time are numerous compared with the other units, because $K-1$ is proportional to $(n-m)/m$. If a single unit holds the largest time, $K$ grows in proportion to $n$ for large $n$, but bisection pays only a logarithmic price for that.

## Log-sum-exp weights and the algorithm

The powers $t_k^\beta$ need not fit in floating-point numbers. For a narrow sample of twelve failures near $10^7$ s with fitted slope 72.05, their sum is about $10^{505}$, while the largest double-precision number is about $10^{308}$. The common factor $e^{\beta M}$ cancels from the weights, so they can be computed as

$$w_k=\frac{e^{-\beta d_k}}{\sum_je^{-\beta d_j}} .$$

No exponent is positive and the denominator is at least 1, so overflow and division by zero cannot occur here. The same factor is restored analytically in the scale:

$$\ln\eta=\frac1\beta\left[\beta M+\ln\sum_ke^{-\beta d_k}-\ln r\right].$$

The method is then:

1. Take logs of all times and mark the failures. Stop if there are none.
2. Compute $M$, all $d_k$, and $D$, the mean of $d_k$ over failures. Stop if $D=0$.
3. Count $m$, compute $K$, and set $a=1/D$, $b=K/D$.
4. Evaluate $g$ at $c=(a+b)/2$ with the shifted weights. If $g(c)>0$, replace $a$ by $c$; otherwise replace $b$ by $c$.
5. Repeat step 4 until $b-a\le\varepsilon a$. Take the midpoint as $\hat\beta$ and compute $\eta$.

After $s$ halvings the width is $(K-1)/(D2^s)$. Since $a\ge1/D$, the stopping condition is met once $2^s\ge(K-1)/\varepsilon$. In exact arithmetic the number of steps is at most $\log_2[(K-1)/\varepsilon]$ rounded up.

The score also measures the error of any trial slope. The difference $h=g-1/\beta=\bar x_F-\bar x_w$ never increases with $\beta$, because $h'=-V$. For $\beta<\hat\beta$, using $g(\hat\beta)=0$,

$$g(\beta)=\frac1\beta-\frac1{\hat\beta}+h(\beta)-h(\hat\beta)\ge\frac1\beta-\frac1{\hat\beta}>0 .$$

For $\beta>\hat\beta$ the same argument holds with all signs reversed. In both cases

$$\left|\frac1\beta-\frac1{\hat\beta}\right|\le|g(\beta)| .$$

A small score therefore guarantees a small error in $1/\beta$, apart from rounding in $g$ itself.

## Twenty low-k capacitors

The data are simulated with slope 1.4 and scale 50 h. The test stops at 60 h, and two units are removed at 10 h and 20 h. Times are rounded to 0.1 h. Fourteen units fail, at

2.0, 7.3, 15.9, 16.1, 19.1, 22.2, 23.0, 30.4, 34.9, 38.2, 38.6, 46.3, 49.2 and 50.0 h.

Four are intact at 60 h. Thus $n=20$, $r=14$ and $m=4$. With times in hours, $\bar x_F=3.0941$ and $M=4.0943$, so

$$D=1.0002,\qquad K=1+\frac{16}{4e}=2.4715,$$

and the bracket is $0.9998<\hat\beta<2.4709$. The scores at its ends are $+0.415$ and $-0.405$. The first four bisections give:

| Midpoint | $g$ | Half kept |
|---|---|---|
| 1.7353 | −0.1503 | lower |
| 1.3676 | +0.0654 | upper |
| 1.5515 | −0.0537 | lower |
| 1.4595 | +0.0026 | upper |

The fourth score already locates the root closely. It is positive, so $\hat\beta>1.4595$. The error bound gives $1/\hat\beta\ge0.68516-0.00255=0.68261$, so $\hat\beta\le1.4650$. With $\varepsilon=10^{-12}$ the advance bound is 41 steps, and 40 were needed. The result is

$$\hat\beta=1.463,\qquad\hat\eta=45.5\ \text{h}.$$

The terms balance: $0.6833+3.0941-3.7774=0$. Direct maximization of the likelihood over both parameters gives the same slope and scale to the printed digits.

## How well the data fix the slope

Numerical precision is not statistical precision. Let $\hat v(\beta)$ be the best log scale at fixed $\beta$, and let subscripts on $\ell$ denote derivatives. Since $\ell_v=0$ along this curve, $\ell_p'=\ell_\beta$ there. Differentiating $\ell_v=0$ gives $\hat v'=-\ell_{\beta v}/\ell_{vv}$, and so

$$\ell_p''=\ell_{\beta\beta}-\frac{\ell_{\beta v}^2}{\ell_{vv}} .$$

Inverting the two-by-two matrix of negative second derivatives gives $-1/\ell_p''$ as its slope entry, which is the usual large-sample variance estimate. Since $\ell_p''=rg'$,

$$\text{se}(\hat\beta)=\left\{r\left[\frac1{\hat\beta^2}+V(\hat\beta)\right]\right\}^{-1/2}.$$

Here this is $[14(0.4669+0.1754)]^{-1/2}=0.33$. The fit misses the simulated slope by 0.06, well within this error.

Twenty units are not a large sample. In 2000 repetitions of the same test plan, the mean fitted slope was 1.51 instead of 1.4, an upward bias of about 8% relative to the true value. The standard deviation was 0.39, while the mean estimated standard error was 0.36. With 400 units and 500 repetitions, both were about 0.07.

The 1% life follows from $1-R(t)=0.01$:

$$t_{1\%}=\hat\eta\,(-\ln0.99)^{1/\hat\beta}=1.96\ \text{h}.$$

The simulation model gives 1.87 h. This closeness belongs to one sample; the range quoted at the start shows how strongly the estimate depends on the slope.

Wrong treatment of the censored units also has a traceable effect. Dropping all six gives a slope of 1.86, which is 27% above the correct fit. At $\beta=\hat\beta$, the weighted mean log of these six units is about 4.01, above the log of even the latest failure, 3.91. Removing them lowers $\bar x_w$, makes $g$ positive at the old root, and pushes the new root up. Counting them as failures instead raises $\bar x_F$ from 3.094 to 3.250 and leaves $\bar x_w$ unchanged at each $\beta$; the slope becomes 1.75.

## What real capacitors change

The example represents comb capacitors with 35 nm spacing at 17.5 V, or 5 MV/cm, and 398 K. These conditions, the slope near one and a half, and lives of tens of hours are rough values chosen to illustrate an accelerated low-k test; they are not measurements. One assumption open to doubt is that all units share one Weibull distribution. Moving the earliest failure from 2.0 h to 0.1 h, as an extrinsic defect might, lowers the fitted slope from 1.46 to 1.18 with all other data fixed. A spacing spread also matters. Suppose life varies as $e^{-\gamma E}$, with a rough $\gamma=4$ cm/MV, and spacing has a standard deviation of 0.5 nm between devices. At fixed voltage and a 60 h stop, without early removals, the slope fitted to a large population falls from 1.40 to 1.34; refining the calculation mesh shifts the latter by 0.001. The fall depends strongly on the assumed spread: the same model gives 1.20 for 1 nm and 1.03 for 1.5 nm. Here 1.40 plays the part of the slope at uniform spacing; a slope measured on real structures already includes their spacing spread. A temperature spread of 1 K with a rough activation energy of 0.6 eV changes the slope by less than 0.002, comparable to the discretization error. Time rounding changes the example's slope by 0.0008.

For these numbers, sampling error and a possible early defect matter far more than solver tolerance. A unique root establishes the best Weibull fit to the data; it does not establish that the data are Weibull. The fit also describes the stress condition alone. Predicting life at the field and temperature of use needs separate acceleration laws, whose uncertainty is not contained in the standard error above. The numerical output below gives further digits of the main results.

## Computed values

```
Stress: 17.5 V, 35.0 nm, 5.00 MV/cm, 398.0 K
Simulation: slope 1.4, scale 50.0 h, stop 60.0 h
Scheduled removals (h): 10.0 20.0
Failure times (h): 2.0 7.3 15.9 16.1 19.1 22.2 23.0 30.4 34.9 38.2 38.6 46.3 49.2 50.0
Censored times (h): 10.0 20.0 60.0 60.0 60.0 60.0
Units 20, failures 14, at largest time 4
Mean log failure time, t in h: 3.094108
Largest log time, t in h: 4.094345; gap D: 1.000237
Bracket factor K: 2.471518; bracket: 0.999763 to 2.470933
Score at bracket ends: 0.414850, -0.404894
Bisection 1: [0.999763, 2.470933], middle 1.735348, g -0.150285
Bisection 2: [0.999763, 1.735348], middle 1.367556, g +0.065368
Bisection 3: [1.367556, 1.735348], middle 1.551452, g -0.053692
Bisection 4: [1.367556, 1.551452], middle 1.459504, g +0.002551
Bisections: 40; relative tolerance: 1e-12
Fitted slope: 1.463466; direct maximization: 1.463466
Fitted scale: 45.5106 h; direct maximization: 45.5106 h
At root: 1/beta 0.683309, weighted mean log 3.777417
At root: weighted log variance 0.175408, |g| 6.0e-14
Slope standard error: 0.3335; from Hessian: 0.3335
1% life, fit: 1.963 h
1% life at slope 1.1300, scale refitted: 0.793 h
1% life at slope 1.7969, scale refitted: 3.509 h
1% life, simulation model: 1.870 h
Slope, censored units dropped: 1.8608
Slope, censored units counted as failures: 1.7465
Slope, earliest failure moved to 0.1 h: 1.1807
Slope change from 0.1 h time rounding: +0.00079
Small samples (2000): mean slope 1.5065, SD 0.3947, mean se 0.3563
400-unit samples (500): SD 0.0725, mean se 0.0724
Rough field factor 4.0 cm/MV; spacing SD 0.5 nm
Rough activation energy 0.6 eV; temperature SD 1.0 K
Population slope, no spread: 1.4014
Population slope, spacing spread: 1.3439
Mesh-refinement shift of that slope: -0.00109
Population slope, temperature spread: 1.3999
Failure at 1 h, survivor at e h: slope 1.278465, exact 1.278465
Failures at 5, 5 h and survivor at 8 h: slope 3.112860
Narrow sample in s: slope 72.0482, log10 power sum 505.3
Largest double: log10 value 308.3
Random censored samples tested: 291
```
